# The velocity operator with nonlocal pseudopotentials and the electronic permittivity, part 1

(Sections cited here and not found follow in the second part.)

## First half: the velocity operator

### 1. Statement and assumptions

**Theorem.** Let one electron move in a crystal with Hamiltonian

\[
H=\frac{\mathbf p^2}{2m}+V_{\rm loc}(\mathbf r)+V_{\rm NL},\qquad
(V_{\rm NL}\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r' .
\tag{1}
\]

(a) Its velocity operator is

\[
\mathbf v=\frac{i}{\hbar}[H,\mathbf r]=\frac{\mathbf p}{m}+\frac{i}{\hbar}[V_{\rm NL},\mathbf r].
\tag{2}
\]

(b) For a cubic insulator with doubly filled bands \(v\) and empty bands \(c\), the static electronic permittivity relative to vacuum, without local fields, is

\[
\varepsilon=1+\frac{4e^2\hbar^2}{\varepsilon_0\Omega}\sum_{\mathbf k}w_{\mathbf k}\sum_{vc}
\frac{|\langle c|v_x|v\rangle|^2}{\Delta_{cv}^3},\qquad \Delta_{cv}=E_c-E_v .
\tag{3}
\]

(c) If \(\mathbf p/m\) is put in place of \(\mathbf v\) in (3), with states and energies unchanged, the result \(\varepsilon_p\) differs from \(\varepsilon\) by

\[
\varepsilon_p-\varepsilon=-\frac{4e^2\hbar^2}{\varepsilon_0\Omega}\sum_{\mathbf k}w_{\mathbf k}\sum_{vc}
\frac{2\,{\rm Re}\!\left[(p_{cv}/m)^*n_{cv}\right]+|n_{cv}|^2}{\Delta_{cv}^3},
\tag{4}
\]

where \(p_{cv}=\langle c|p_x|v\rangle\) and \(n_{cv}=\langle c|(i/\hbar)[V_{\rm NL},x]|v\rangle\).

Here \(\Omega\) is the volume of the primitive cell, \(e>0\) is the elementary charge, and the electron has charge \(-e\). The weights \(w_{\mathbf k}\) of the points of the Brillouin zone add up to one. The two states in a matrix element belong to the same \(\mathbf k\). As a label, \(v\) denotes a filled band; with a Cartesian index or in bold it denotes velocity.

The assumptions are these. The ions are clamped and the temperature is zero. Spin-orbit coupling is left out. The electrons move in a fixed effective potential whose self-consistent part is local, as in the local density approximation (LDA). A gap separates filled from empty bands at every \(\mathbf k\). The kernel \(V(\mathbf r,\mathbf r')\) is Hermitian, falls off fast with \(|\mathbf r-\mathbf r'|\), and is unchanged when both arguments are shifted by the same lattice vector. The applied field is weak and uniform.

### 2. The commutator

**Lemma 1.** Equation (2) holds, and the operator \((i/\hbar)[V_{\rm NL},\mathbf r]\) has the kernel \((i/\hbar)\,V(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)\).

*Proof.* The velocity is defined as the operator whose mean value is the rate of change of the mean position. The Schrödinger equation gives \(\partial_t|\psi\rangle=-(i/\hbar)H|\psi\rangle\) and \(\partial_t\langle\psi|=(i/\hbar)\langle\psi|H\), so that

\[
\frac{d}{dt}\langle\psi|\mathbf r|\psi\rangle
=\frac{i}{\hbar}\langle\psi|H\mathbf r-\mathbf rH|\psi\rangle
=\langle\psi|\mathbf v|\psi\rangle .
\]

Each part of \(H\) is now commuted with the component \(r_\alpha\). From \([p_\beta,r_\alpha]=-i\hbar\,\delta_{\alpha\beta}\) follows

\[
\Big[\frac{\mathbf p^2}{2m},r_\alpha\Big]
=\frac1{2m}\sum_\beta\big(p_\beta[p_\beta,r_\alpha]+[p_\beta,r_\alpha]p_\beta\big)
=-\frac{i\hbar}{m}\,p_\alpha .
\]

Multiplication by \(i/\hbar\) gives \(p_\alpha/m\). The local potential and \(r_\alpha\) are both multiplications by functions of position, so they commute. For the nonlocal part,

\[
([V_{\rm NL},r_\alpha]\psi)(\mathbf r)
=\int V(\mathbf r,\mathbf r')\,r'_\alpha\psi(\mathbf r')\,d^3r'
-r_\alpha\int V(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r' .
\]

The two integrals combine into one with the factor \(r'_\alpha-r_\alpha\). This proves the lemma and part (a). \(\square\)

The physical content lies in the factor \(\mathbf r'-\mathbf r\). A nonlocal potential takes amplitude at \(\mathbf r'\) and creates amplitude at \(\mathbf r\). This transfer moves the mean position, and the operator \(\mathbf p/m\) does not register it. When the kernel shrinks to \(f(\mathbf r)\,\delta(\mathbf r-\mathbf r')\), the displacement vanishes and so does the commutator.

A potential can be local in the radius and still have a commutator. The form \(\sum_l V_l(r)P_l\), with \(P_l\) projecting on angular momentum \(l\), joins points at the same distance from the nucleus but in different directions. Their separation \(\mathbf r'-\mathbf r\) is not zero. In terms of states, \(x\) turns an \(s\) function into a \(p\) function, on which a different \(V_l\) acts. The commutator vanishes if all \(V_l\) are equal, because \(\sum_lP_l=1\) then leaves a local potential.

### 3. Bloch states and band slopes

Position itself is not a periodic operator, so its use in a crystal needs care. The commutator kernel \(V(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)\) does not have this difficulty: a common lattice shift of \(\mathbf r\) and \(\mathbf r'\) leaves it unchanged.

Write a Bloch state as \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\) with periodic \(u_{n\mathbf k}\), and define \(H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\), so that \(H_{\mathbf k}u_{n\mathbf k}=E_{n\mathbf k}u_{n\mathbf k}\).

**Lemma 2.** On periodic functions,

\[
\frac{\partial H_{\mathbf k}}{\partial k_\alpha}
=\hbar\,e^{-i\mathbf k\cdot\mathbf r}\,v_\alpha\,e^{i\mathbf k\cdot\mathbf r},
\qquad
\frac{\partial E_{n\mathbf k}}{\partial k_\alpha}=\hbar\,\langle n\mathbf k|v_\alpha|n\mathbf k\rangle ,
\tag{5}
\]

the second relation for a nondegenerate band.

*Proof.* The exponentials shift the momentum, \(e^{-i\mathbf k\cdot\mathbf r}\mathbf p\,e^{i\mathbf k\cdot\mathbf r}=\mathbf p+\hbar\mathbf k\). The kinetic part of \(H_{\mathbf k}\) is therefore \((\mathbf p+\hbar\mathbf k)^2/2m\), with derivative \(\hbar(p_\alpha+\hbar k_\alpha)/m\). This equals \(\hbar e^{-i\mathbf k\cdot\mathbf r}(p_\alpha/m)e^{i\mathbf k\cdot\mathbf r}\). The local potential does not depend on \(\mathbf k\). The nonlocal part has the kernel

\[
V_{\mathbf k}(\mathbf r,\mathbf r')=e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}\,V(\mathbf r,\mathbf r'),
\qquad
\frac{\partial V_{\mathbf k}}{\partial k_\alpha}=i(r'_\alpha-r_\alpha)\,V_{\mathbf k}(\mathbf r,\mathbf r') .
\]

By Lemma 1 this is \(\hbar\) times the transformed commutator part of \(v_\alpha\). The sum of the pieces is the first relation.

For the second, take \(E=\langle u|H_{\mathbf k}|u\rangle\) with \(\langle u|u\rangle=1\) and differentiate. The terms with \(\partial u\) give \(E\big(\langle\partial u|u\rangle+\langle u|\partial u\rangle\big)\), which is \(E\) times the derivative of the constant norm and so vanishes. What remains is \(\langle u|\partial H_{\mathbf k}/\partial k_\alpha|u\rangle\). \(\square\)

The second relation distinguishes the two operators without any appeal to optics. The slope of a band is fixed by its energies alone, and it equals \(\hbar\) times the mean of \(\mathbf v\). The mean of \(\mathbf p/m\) misses it by the mean of the commutator.

### 4. Separable projectors in plane waves

Many pseudopotentials have the separable form \(\sum_{ij}|\beta_i\rangle h_{ij}\langle\beta_j|\) on each atom, with a Hermitian matrix \(h\) and short-ranged functions \(\beta_i\). Let \(\beta_i(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}\beta_i(\mathbf r)\,d^3r\), with \(\mathbf r\) measured from the atom.

**Lemma 3.** For one kind of atom at positions \(\boldsymbol\tau_a\) in the cell, and for \(\mathbf K=\mathbf k+\mathbf G\), \(\mathbf K'=\mathbf k+\mathbf G'\) with reciprocal lattice vectors \(\mathbf G,\mathbf G'\),

\[
\langle\mathbf K|V_{\rm NL}|\mathbf K'\rangle=\frac1\Omega\sum_a e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau_a}
\sum_{ij}\beta_i(\mathbf K)\,h_{ij}\,\beta_j^*(\mathbf K'),
\tag{6}
\]

\[
\langle\mathbf K|i[V_{\rm NL},\mathbf r]|\mathbf K'\rangle=\frac1\Omega\sum_a e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau_a}
(\nabla_{\mathbf K}+\nabla_{\mathbf K'})\sum_{ij}\beta_i(\mathbf K)\,h_{ij}\,\beta_j^*(\mathbf K').
\tag{7}
\]

*Proof.* Take \(N\) cells and plane waves \((N\Omega)^{-1/2}e^{i\mathbf K\cdot\mathbf r}\). An atom at \(\mathbf R+\boldsymbol\tau_a\), with \(\mathbf R\) a lattice vector, contributes the phase \(e^{-i(\mathbf K-\mathbf K')\cdot(\mathbf R+\boldsymbol\tau_a)}\). Since \(\mathbf K-\mathbf K'=\mathbf G-\mathbf G'\), the part with \(\mathbf R\) is one. The sum over cells gives \(N\) and cancels the \(N\) of the normalization, which leaves (6). By Lemma 2, \(i[V_{\rm NL},\mathbf r]\) is the derivative of (6) with respect to \(\mathbf k\) at fixed \(\mathbf G,\mathbf G'\). The phases do not contain \(\mathbf k\), and both \(\mathbf K\) and \(\mathbf K'\) move with it. The chain rule gives (7). \(\square\)

The sign can be traced in real space as well. The definition of \(\beta_i(\mathbf K)\) gives \(\nabla_{\mathbf K}\beta_i(\mathbf K)=-i(\mathbf r\beta_i)(\mathbf K)\) and \(\nabla_{\mathbf K'}\beta_j^*(\mathbf K')=+i(\mathbf r\beta_j)^*(\mathbf K')\). The derivative of one atom's term is thus

\[
i\sum_{ij}h_{ij}\Big[\beta_i(\mathbf K)(\mathbf r\beta_j)^*(\mathbf K')-(\mathbf r\beta_i)(\mathbf K)\beta_j^*(\mathbf K')\Big],
\]

which is \(i(V_{\rm NL}\mathbf r-\mathbf rV_{\rm NL})\) written out. If the origin of \(\mathbf r\) is moved by a constant vector, the two terms change by equal and opposite amounts.

*Example.* Take one \(s\) projector with \(\beta(\mathbf K)=\beta_0e^{-s^2K^2/2}\), where \(s\) is its width, and one atom per cell at the origin. Equation (7) becomes

\[
\langle\mathbf K|i[V_{\rm NL},x]|\mathbf K'\rangle=-s^2(K_x+K_x')\,\langle\mathbf K|V_{\rm NL}|\mathbf K'\rangle .
\]

For \(\mathbf K=\mathbf K'\) and a repulsive projector, \(h>0\), this has the opposite sign to the momentum part \(\hbar K_x/m\). An attractive projector gives it the same sign. The commutator can thus lower or raise a velocity.

### 5. Coupling to a vector potential

The same operator follows from the coupling to an electromagnetic field. Let \(\mathbf A(t)\) be uniform in space, with field \(\boldsymbol{\mathcal E}=-\dot{\mathbf A}\). In the length gauge an electron of charge \(-e\) has the Hamiltonian \(H+e\boldsymbol{\mathcal E}\cdot\mathbf r\). Put \(\psi'=T\psi\) with \(T=e^{-ie\mathbf A\cdot\mathbf r/\hbar}\). Then

\[
i\hbar\,\partial_t\psi'=T(H+e\boldsymbol{\mathcal E}\cdot\mathbf r)\psi+e\dot{\mathbf A}\cdot\mathbf r\,\psi'
=THT^{-1}\psi' ,
\]

because \(e\dot{\mathbf A}\cdot\mathbf r=-e\boldsymbol{\mathcal E}\cdot\mathbf r\) cancels the field term. The transformed Hamiltonian \(H[\mathbf A]=THT^{-1}\) has kinetic energy \((\mathbf p+e\mathbf A)^2/2m\), and its nonlocal kernel acquires the phase \(e^{-ie\mathbf A\cdot(\mathbf r-\mathbf r')/\hbar}\). Comparison with Section 3 shows that \(\mathbf k\) has been replaced by \(\mathbf k+e\mathbf A/\hbar\). Equation (5) then gives, at \(\mathbf A=0\), \(\partial H[\mathbf A]/\partial A_\alpha=e\,v_\alpha\) with the full velocity. Replacing \(\mathbf p\) by \(\mathbf p+e\mathbf A\) in the kinetic energy alone leaves out the phase of the kernel and with it the commutator.

This omission has a consequence for a constant \(\mathbf A\), which carries no field and must leave the energy of an insulator unchanged. With the full coupling the energy per cell is \(2\sum_{\mathbf k}w_{\mathbf k}\sum_vE_v(\mathbf k+e\mathbf A/\hbar)\). In the limit of a dense mesh this is the zone average of a periodic function, so a shift of its argument has no effect. The second derivative of the average is therefore zero. Second-order perturbation theory in a small shift of \(k_x\) gives

\[
\sum_v\frac{\partial^2E_v}{\partial k_x^2}
=\sum_v\Big\langle v\Big|\frac{\partial^2H_{\mathbf k}}{\partial k_x^2}\Big|v\Big\rangle
-2\hbar^2\sum_{vc}\frac{|\langle c|v_x|v\rangle|^2}{\Delta_{cv}} .
\]

Terms between two filled bands have dropped out, since each pair enters twice with opposite energy denominators. The zone average yields the sum rule

\[
\sum_{\mathbf k}w_{\mathbf k}\sum_v\Big\langle v\Big|\frac{\partial^2H_{\mathbf k}}{\partial k_x^2}\Big|v\Big\rangle
=2\hbar^2\sum_{\mathbf k}w_{\mathbf k}\sum_{vc}\frac{|\langle c|v_x|v\rangle|^2}{\Delta_{cv}} .
\tag{8}
\]

The second derivative of \(H_{\mathbf k}\) is \(\hbar^2/m\) plus an operator with kernel \(-(x'-x)^2V_{\mathbf k}(\mathbf r,\mathbf r')\). If \(V_{\rm NL}=0\), the left side is \(\hbar^2/m\) times the number of filled bands, and \(\mathbf v=\mathbf p/m\). With a nonlocal potential, the sum rule belongs to the full velocity together with the full second derivative. If \(\hbar^2/m\) and \(\mathbf p/m\) are used instead, nothing forces the two sides to agree, and a constant \(\mathbf A\) may then appear to cost energy.

### 6. A band slope in silicon

Silicon serves as the example, since it is the channel under a high-permittivity gate oxide. The crystal has the diamond structure with a lattice constant \(a=0.543\) nm, a rough typical value, and a primitive cell of 0.04003 nm³. The Kohn-Sham equations are solved self-consistently in the LDA, with plane waves up to 272 eV and the published GTH-PADE pseudopotential, which has two \(s\) projectors and one radial projector for \(p\) states. This level gives a direct gap of 2.55 eV at the zone centre. From the top of the valence band there to the lowest empty state at 0.85 of the way to the point X, it gives 0.50 eV.

At the general point \(\mathbf k=(0.40,0.25,0.10)\,2\pi/a\), the slope of the highest valence band along \(x\) was taken from energies at two neighbouring points by a central difference. Divided by \(\hbar\), it is \(-691.5\) km/s. The two parts of the velocity, computed from the state at \(\mathbf k\), are

\[
\frac{\langle p_x\rangle}{m}=-748.7\ \text{km/s},\qquad
\Big\langle\frac i\hbar[V_{\rm NL},x]\Big\rangle=+57.2\ \text{km/s}.
\]

Their sum is \(-691.5\) km/s, as (5) requires. The momentum part alone overstates the magnitude by \(57.2/691.5\), or 8.3 % of the slope. The last digits depend on the cutoff: with the density made self-consistent again at 408 eV, the slope changes by about 3 km/s and the commutator part by about 2 km/s, while both gaps change by less than 0.01 eV.

## Second half: the permittivity

### 7. Symbols and results carried over

The Hamiltonian is \(H=\mathbf p^2/2m+V_{\rm loc}+V_{\rm NL}\), and the velocity is \(\mathbf v=(i/\hbar)[H,\mathbf r]=\mathbf p/m+(i/\hbar)[V_{\rm NL},\mathbf r]\). Bloch states are \(e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), where \(u_{n\mathbf k}\) is an eigenfunction of \(H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\). Lemma 2 states that \(\partial H_{\mathbf k}/\partial k_x\) is \(\hbar v_x\) in this representation. Filled bands are labelled \(v\) and empty ones \(c\), with \(\Delta_{cv}=E_c-E_v\). The cell volume is \(\Omega\), the weights \(w_{\mathbf k}\) add up to one, and the electron has charge \(-e\). It remains to prove (3) and (4).

This part has established the velocity operator with its commutator term, tied it to band slopes and to the coupling to a vector potential, and checked it on a band slope in silicon. It remains to prove the permittivity formula (3) and the error formula (4), and to find the size of that error in silicon.
